A one-electron ground state with a node: repulsive s-channel pseudopotentials

One electron moves in the Coulomb field of a fixed charge +e, with an extra repulsion that acts on s waves alone. For the strength chosen below, its lowest s level lies at −3.488×10⁻¹⁹ J (−2.177 eV) and its 2p level at −5.450×10⁻¹⁹ J (−3.401 eV). The ground state is 2p, has a nodal plane, and lies 1.22 eV below the lowest spherical state.

This contradicts a natural belief: one electron has no exchange sign, so its ground state is nodeless and diffusion Monte Carlo (DMC) needs no nodes for it. The belief tempts because it is a theorem for local potentials that do not cut space into disconnected parts.

**The theorem and its premises**

Let G = exp(−tH/ħ), with t an imaginary time, for a real H with a bound ground state. The Perron–Frobenius argument needs (A) a nonnegative kernel, G(r,r′) ≥ 0, and (B) connectivity, which together with (A) makes G turn any nonzero nonnegative function into a strictly positive one. A normalized real ground state ψ maximizes ⟨ψ|G|ψ⟩. By (A), replacing ψ by |ψ| cannot lower the double integral ∫∫ψGψ, so |ψ| is a ground state too. Write ψ = ψ₊ − ψ₋ with nonnegative parts of disjoint support, ψ₊ ≠ 0. Then ψ₋ = (|ψ| − ψ)/2 satisfies Gψ₋ ∝ ψ₋; by (B) it is zero or positive everywhere, and it vanishes where ψ₊ does not, so ψ₋ = 0. For a local V, G is the limit of products of positive Gaussians and positive factors exp(−Vδt/ħ), which gives (A). A limit of positive numbers can be zero, so (B) needs one more condition: any two points of the domain can be joined by a tube in which V stays below some finite V_max. The paths inside that tube alone then contribute at least exp(−V_max t/ħ) times their positive free weight, so G > 0. The local potentials used below, including the radial ones on r > 0, meet this condition.

A semilocal potential adds another factor. In SI units, spin ignored,

H = −ħ²∇²/2m − e²/(4πε₀r) + ΔV(r)P₀,

where P₀ replaces ψ by its average over the sphere of radius r, so that

⟨r|ΔV P₀|r′⟩ = ΔV(r) δ(r − r′)/(4πr²).

Since P₀² = P₀ and P₀ commutes with ΔV(r), the exponential series sums to

exp(−δt ΔV P₀/ħ) = 1 + [exp(−δt ΔV/ħ) − 1] P₀.

For ΔV ≤ 0 the bracket is nonnegative and the theorem survives. For ΔV > 0 the factor has negative elements between different directions. The kinetic term still links neighbouring points, so connectivity is untouched; the premise at risk is (A).

**The counterexample**

Define a₀ = 4πε₀ħ²/(me²) = 5.2918×10⁻¹¹ m and E_h = ħ²/(ma₀²) = 4.3597×10⁻¹⁸ J, so e²/4πε₀ = ħ²/(ma₀). Take ΔV = għ²/(2mr²), g > −1/4, with the less singular radial solution chosen as the boundary condition at the origin (for g < 0 its R still diverges, as r^λ with −1/2 < λ < 0). H commutes with L², and in each channel the equation for u = rR(r) is local and one-dimensional, so the theorem applies there: the radially nodeless solution is the lowest of its channel. For s waves try u = r^(λ+1) e^(−κr):

u″ = [λ(λ+1)/r² − 2κ(λ+1)/r + κ²] u.

Insert this in −(ħ²/2m)u″ + għ²u/(2mr²) − ħ²u/(ma₀r) = Eu. The r⁻² terms give λ(λ+1) = g, the r⁻¹ terms κ(λ+1) = 1/a₀, and the constants E = −ħ²κ²/2m. With the larger root,

λ = [−1 + √(1+4g)]/2,  E_s = −E_h/[2(λ+1)²].

For l ≥ 1, P₀ gives zero and the same algebra holds with λ = l; the lowest such level is E_2p = −E_h/8. E_s rises with g from the hydrogen 1s value −E_h/2 at g = 0 and crosses E_2p at λ = 1, g = 2. For g = 15/4, √(1+15) = 4 and λ = 3/2, so E_s = −E_h/12.5 = −3.488×10⁻¹⁹ J, above −E_h/8 = −5.450×10⁻¹⁹ J. Every real state of the threefold 2p level averages to zero on each sphere, so it changes sign. The numerical check on an (r, cos θ) grid with the full nonlocal matrix finds an odd lowest vector and the same two levels.

The r⁻² singularity is not the cause. Let ΔV = V₀ for r < R and zero beyond. Where u″ = (κ² − 2/a₀r)u, the substitution u = r e^(−κr) w gives

r w″ + 2(1 − κr)w′ + (2/a₀ − 2κ)w = 0.

Outside the barrier at E = −E_h/8, κ = 1/2a₀, and w = 2a₀ − r solves this: −2(1 − r/2a₀) + (2a₀ − r)/a₀ = 0. This 2s function vanishes at 2a₀ and is nodeless beyond, so it is the lowest s state for a hard wall at 2a₀. A smaller wall admits more trial functions and has a lower energy, and a finite barrier lies below its wall, which it approaches as V₀ grows; crossing therefore needs R > 2a₀. The computed wall energies are −6.39×10⁻¹⁹ J at 1.5a₀ and −4.28×10⁻¹⁹ J at 3a₀. Inside, ħ²κ²/2m = V₀ + E_h/8, and z = 2κr turns the equation into Kummer's, z w″ + (2 − z)w′ − (1 − 1/κa₀)w = 0, with regular solution M(1 − 1/κa₀, 2, z). At R = 3a₀ the outer slope is u′/u = (1/3 + 1 − 1/2)/a₀ = 1.575×10¹⁰ m⁻¹. Matching gives κ = 2.411×10¹⁰ m⁻¹ and V₀ = (E_h/2)(κa₀)² − E_h/8 = 3.00×10⁻¹⁸ J (18.7 eV).

**Premise (A) fails**

Expand in Legendre polynomials of the angle γ between r and r′: G = Σ(2l+1)P_l(cos γ) k_l(r,r′)/(4πrr′), with k_l the radial kernels. The repulsion changes the l = 0 term alone, so, with G₀ and k₀ belonging to ΔV = 0,

G = G₀ + (k₀^ΔV − k₀)/(4πrr′).

To leading order in small t the diagonal of k₀ is the free value (m/2πħt)^(1/2), and the repulsion multiplies it by 1 − tΔV/ħ:

G − G₀ ≈ −(tΔV/ħ)(m/2πħt)^(1/2)/(4πr²)  at r′ = r.

This scales as t^(1/2) at every angle, while at the antipode, a distance 2r away, G₀ carries the Gaussian factor exp(−2mr²/ħt). For any g > 0 the negative term wins at small t. At r = 2a₀ the computed G − G₀ is 1.040 times the formula at t = 2.42×10⁻¹⁸ s and 1.020 times it at half that time.

At t = ħ/2E_h = 1.21×10⁻¹⁷ s the exponent is 2·4·2 = 16. G₀ falls from 1.56×10³⁰ m⁻³ at γ = 0 to about 2.5×10²³ m⁻³ at the antipode. With g = 15/4, G turns negative at γ = 1.09 rad and is −2.17×10²⁸ m⁻³ at the antipode. With g = 1/2 it is negative there too, −3.24×10²⁷ m⁻³, yet the ground state is the nodeless s level at −1.168×10⁻¹⁸ J. Failure of (A) removes the guarantee; it does not force a node.

The same failure appears in the energy. Since |∇|ψ|| = |∇ψ| away from the node, kinetic and local terms are equal for ψ and |ψ| = ψ₊ + ψ₋. In the nonlocal term the squares cancel and the cross terms add:

⟨|ψ| |H| |ψ|⟩ − ⟨ψ|H|ψ⟩ = 4⟨ψ₊|ΔV P₀|ψ₋⟩ ≥ 0 for ΔV ≥ 0.

For 2p_z, with x = cos θ, P₀x = 0, while |x| has average 1/2 and mean square 1/3, an s weight (1/4)/(1/3) = 3/4. With u = r²e^(−r/2a₀), ⟨r⁻²⟩ = 2a₀³/24a₀⁵ = 1/(12a₀²). Folding costs (3/4)(għ²/2m)⟨r⁻²⟩ = gE_h/32, here

0.75 × 2.2891×10⁻³⁸ J m² × 2.9759×10¹⁹ m⁻² = 5.109×10⁻¹⁹ J,

which lifts |2p_z| to −3.41×10⁻²⁰ J. The node is how the electron avoids the s channel.

**What DMC then computes**

Discretize H as a real symmetric matrix and take a trial vector ψ with no zero entries. A walker move from j to i has weight −(δt/ħ)ψ_i H_ij/ψ_j, a probability if ψ_iH_ijψ_j < 0. T-moves keep such elements and replace each offending one, kinetic and nonlocal parts taken separately, by a diagonal term H_ijψ_j/ψ_i; the locality approximation does so for all nonlocal elements. For any φ, an offending pair changes φᵀHφ from 2H_ijφ_iφ_j to H_ij(φ_i²ψ_j/ψ_i + φ_j²ψ_i/ψ_j), so

φᵀ(H_eff − H)φ = Σ_pairs H_ijψ_iψ_j(φ_i/ψ_i − φ_j/ψ_j)² ≥ 0.

The T-move energy is thus an upper bound to the ground energy. Multiplying rows and columns by sign ψ_i makes all off-diagonal elements of H_eff nonpositive, which restores (A); where moves connect the space, the ground state of H_eff has the signs of ψ. Time-step and population errors are ignored here.

For a positive trial every nonlocal element offends, so the two schemes coincide, with V_eff = ΔV P₀ψ/ψ. For ψ = f(r)y(x) the radial factor cancels and H_eff has an angular operator L²/ħ² + gP₀y/y, whose lowest eigenvalue replaces g in the formula for E_s. A spherical trial gives V_eff = ΔV in all channels and returns E_s, 1.22 eV above the true ground state.

That is not the best nodeless result. For y = 1 + ax, |a| < 1, P₀y = 1. Using y itself as variational function, the norm is 1 + a²/3, L²/ħ² contributes 2a²/3, and g⟨y²/y⟩ = g, so the eigenvalue is at most (3g + 2a²)/(3 + a²), which for a ≠ 0 is below g when g > 2. For a = 0.8 the bound is (11.25 + 1.28)/3.64 = 3.442; diagonalization gives 3.359, λ = 1.400, and energy −3.785×10⁻¹⁹ J (−2.363 eV). A positive trial cannot reach E_2p: equality in the bound would make the positive φ a ground state of H, and those change sign.

For y = x the kinetic elements across the equator offend, which is the fixed-node condition. Locality gives V_eff = 0, and 2p_z, nodeless in each half-space, is lowest there at E_2p. T-moves localize the elements within a hemisphere,

ΔV (1/4π) 2π ∫₀¹x′dx′ / |x| = ΔV/(4|x|),

and keep those between hemispheres as jumps across the node; the same integral over the other hemisphere gives the total rate ΔV/(4ħ|x|). At r = 2a₀, x = 1, ΔV = 2.044×10⁻¹⁸ J, the local term is 5.11×10⁻¹⁹ J and the rate 4.84×10¹⁵ s⁻¹. For φ = 2p_z, φ/ψ depends on r alone, and offending pairs share a radius, so φ_j/φ_i = ψ_j/ψ_i and H_effφ = Hφ = E_2pφ; by the bound this is the lowest level. Both schemes reproduce the grid value −5.451×10⁻¹⁹ J. Moving the node to x = −1/4 (y = x + 1/4) raises the T-move energy to −5.16×10⁻¹⁹ J, both on that grid and in the continuum limit, where the angular eigenvalue is 2.172. The bound does not cover locality, which also localizes pairs with H_ijψ_iψ_j < 0 and so adds negative terms to the sum. For the same trial P₀y = 1/4, so V_eff = ΔV/(4y) is attractive where y < 0; the angular eigenvalue drops to 1.115 and the energy to −7.83×10⁻¹⁹ J, below the exact E_2p.

Calculated quantities

```
a0 = 5.291772e-11 m
Eh = 4.359745e-18 J
hbar/Eh = 2.418884e-17 s
g = 3.75, lambda = 1.5000, crossing g = 2.000 (dimensionless)
g hbar^2/2m = 2.2891e-38 J m^2
E_1s (g=0) = -2.1799e-18 J
E_2p = -5.4497e-19 J = -3.4014 eV
E_s (g=15/4) = -3.4878e-19 J = -2.1769 eV
E_s - E_2p = 1.9619e-19 J = 1.2245 eV
g = 0.5: lambda = 0.3660
E_s (g=1/2) = -1.1682e-18 J
(r,x) grid lowest (p) = -5.4508e-19 J
(r,x) grid second (s) = -3.4880e-19 J
hard wall R = 1.5 a0 = 7.9377e-11 m: E_s = -6.3916e-19 J
hard wall R = 2.0 a0 = 1.0584e-10 m: E_s = -5.4497e-19 J
hard wall R = 3.0 a0 = 1.5875e-10 m: E_s = -4.2820e-19 J
critical V0 at R = 3 a0 = 3.0029e-18 J = 18.7429 eV
kappa at critical V0 = 2.4108e+10 1/m, outer u'/u = 1.5748e+10 1/m
kernel: r = r' = 1.0584e-10 m, t = 1.2094e-17 s
dV(2 a0) = 2.0436e-18 J
G0(0 deg) = 1.557e+30 m^-3, G(0 deg) = 1.535e+30 m^-3
G0(180 deg) = 3e+23 m^-3 (one figure)
G(180 deg), g=15/4: -2.174e+28 m^-3; g=1/2: -3.243e+27 m^-3
G changes sign at angle 1.090 rad
t = 2.4189e-18 s: (G-G0)/short-time formula = 1.0402
t = 1.2094e-18 s: (G-G0)/short-time formula = 1.0200
s weight of |Y10| = 0.7500, <r^-2>_2p = 2.9759e+19 m^-2
E[|2p|] - E_2p = 5.1091e-19 J
E[|2p|] = -3.4061e-20 J = -0.2126 eV
T-moves, spherical trial (grid) = -3.4880e-19 J
T-moves, trial x (grid) = -5.4508e-19 J
tilt a = 0.8: bound g_eff = 3.4423 (lambda 1.4215), eigenvalue = 3.3592 (lambda 1.3998)
tilted trial, bound = -3.7175e-19 J
tilted trial, energy = -3.7852e-19 J = -2.3625 eV
tilted trial (grid) = -3.7851e-19 J
T-moves, node at x = -0.25 (grid) = -5.1555e-19 J
T-move local term at 2 a0, x = 1 = 5.1091e-19 J
jump rate at 2 a0, x = 1: 4.8447e+15 1/s
```
